# Why far-field radiation at 300 K is limited to 6.1 W/m²K

**Question**

I am estimating the heat that crosses the vacuum gap in a sensor package. A silicon die, 10 mm on a side, sits at 310 K and faces a cap at 290 K. The gap is 100 µm. My exercise sheet says: "Linearise blackbody exchange at 300 K and show that the maximum far-field radiative heat-transfer coefficient is about 6.1 W/m²K."

I can differentiate $\sigma T^4$, but I don't see why this gives a *maximum*. Real faces reflect, so radiation bounces back and forth and gets several chances to be absorbed. Waves in a gap also interfere, which could enhance the transfer. And what does "far-field" exclude? Finally, is 20 K small enough for a linear formula, and does radiation matter at all beside the other heat paths?

**Answer**

Differentiation gives the number, but the word "maximum" needs a separate argument, which has to cover both the bounces and the interference. I take two opaque, isotropic bodies with smooth, flat, parallel faces, much wider than the vacuum gap $d$ between them. Each body is in thermal equilibrium at its own temperature, $T_1>T_2$. With $q$ the net heat flux per unit face area, the coefficient is $h=q/(T_1-T_2)$.

**What a black face emits**

A black face absorbs everything that falls on it. In equilibrium with surrounding radiation it must therefore emit, in each direction and at each frequency, as much as it receives. So we can count the photons that equilibrium radiation sends through a plane.

There are $2\,d^3k/(2\pi)^3$ modes per unit volume, the 2 being for polarisation. Each holds on average $n(\omega,T)=1/(e^{\hbar\omega/k_BT}-1)$ photons of energy $\hbar\omega$, with $\omega=ck$, and carries them through the plane at speed $c\cos\theta$:

$$q_b=\int_{\text{outward}}\frac{2\,d^3k}{(2\pi)^3}\,\hbar\omega\,n\,c\cos\theta .$$

The angular part is $2\pi\int_0^1\mu\,d\mu=\pi$, where $\mu=\cos\theta$. Hence

$$q_b=\frac{2\pi\hbar c^2}{8\pi^3}\int_0^\infty k^3n\,dk=\frac{\hbar c^2}{4\pi^2}\left(\frac{k_BT}{\hbar c}\right)^4\int_0^\infty\frac{x^3\,dx}{e^x-1},$$

with $x=\hbar ck/k_BT$. Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ turns the last integral into $6\sum_m m^{-4}=6\cdot\pi^4/90=\pi^4/15$. Therefore

$$q_b=\sigma T^4,\qquad \sigma=\frac{\pi^2k_B^4}{60\hbar^3c^2}=5.670\times10^{-8}\ \text{W/m}^2\text{K}^4 .$$

At 300 K one black face emits 459.3 W/m². When the opposite face is almost as warm, its own emission nearly balances this, and only the difference counts.

**Linearising the exchange**

Between two black faces $q=\sigma(T_1^4-T_2^4)$. Let $T_m=(T_1+T_2)/2$ and $D=T_1-T_2$. Factorise twice:

$$T_1^4-T_2^4=(T_1-T_2)(T_1+T_2)(T_1^2+T_2^2).$$

The first two factors are $D$ and $2T_m$. For the third, put $T_{1,2}=T_m\pm D/2$. The cross terms cancel and $T_1^2+T_2^2=2T_m^2+D^2/2$. So, without approximation,

$$q=4\sigma T_m^3D\left(1+\frac{D^2}{4T_m^2}\right).$$

For $D\ll T_m$ the bracket tends to 1, and

$$h_{\max}=4\sigma T_m^3=4(5.670\times10^{-8})(300)^3=6.12\ \text{W/m}^2\text{K},$$

or 0.612 mW/cm²K. The subscript still has to be earned.

The correction has no term linear in $D$ because $T_m$ is the mean. If you hold the cold side at $T$ and heat the other to $T+D$, then with $x=D/T$

$$\frac{(T+D)^4-T^4}{4T^3D}=1+\frac{3x}{2}+x^2+\frac{x^3}{4}.$$

For 300 K and 320 K this is 1.1045, so using the cold temperature in $4\sigma T^3$ would miss about 10 % of the linear value. Use the mean.

The opposite limit is a check on the full formula. If $T_2\to0$, then $T_m=T_1/2$ and $D=T_1$. The prefactor is $4\sigma(T_1^3/8)T_1=\sigma T_1^4/2$, the bracket is 2, and the product is $\sigma T_1^4$, as it must be.

**Why bounces cannot beat black faces**

Consider one channel: one frequency, one polarisation and one angle to the normal. Smooth parallel faces keep a wave in its channel when it reflects. Let the faces reflect fractions $R_1$ and $R_2$ of the power. They are opaque, so they absorb $1-R_1$ and $1-R_2$. By the same equilibrium argument as before, applied channel by channel, each emits that same fraction of the black emission (Kirchhoff's law).

Body 1 emits $1-R_1$ into the gap. Body 2 absorbs the fraction $1-R_2$ at the first arrival. What it reflects returns after a factor $R_2R_1$, and so on. If phases are ignored for the moment, the share of the black emission that ends up in body 2 is

$$\tau=(1-R_1)(1-R_2)\left[1+R_1R_2+(R_1R_2)^2+\dots\right]=\frac{(1-R_1)(1-R_2)}{1-R_1R_2}.$$

Your repeated chances of absorption are all in this sum. Now subtract it from 1:

$$1-\tau=\frac{R_1+R_2-2R_1R_2}{1-R_1R_2}=\frac{R_1(1-R_2)+R_2(1-R_1)}{1-R_1R_2}\ge0 .$$

So $\tau\le1$. The later chances do not make up for the weaker emission and absorption that come with reflection.

The expression is unchanged when 1 and 2 are exchanged, so the heat going back has the same $\tau$. The net flux is the black integral with $n$ replaced by $\tau\,[n(\omega,T_1)-n(\omega,T_2)]$. The difference in brackets is positive at every frequency. Replacing $\tau$ by 1 can therefore only raise the integral, and

$$q\le\sigma(T_1^4-T_2^4).$$

This holds for finite $D$ too. Dividing by $D$ and letting $D\to0$ gives $h\le4\sigma T_m^3$, and black faces reach it.

**Why interference does not help either**

Now add amplitudes instead of powers. Let the amplitude reflections be $r_1,r_2$, with $|r_1|=a$ and $|r_2|=b$, so that $R_1=a^2$ and $R_2=b^2$. A round trip multiplies the field by $z=r_1r_2e^{i\varphi}$, where $\varphi=2k_zd$ and $k_z$ is the wavevector component across the gap. The sum of all passes is $1+z+z^2+\dots=1/(1-z)$, so

$$\tau=\frac{(1-a^2)(1-b^2)}{|1-z|^2}.$$

Since $|z|=ab<1$, the denominator is at least $(1-ab)^2$. Compare that with the numerator:

$$(1-ab)^2-(1-a^2)(1-b^2)=a^2+b^2-2ab=(a-b)^2\ge0 .$$

Again $\tau\le1$. Interference can raise a channel as far as 1, when $a=b$ and the round trips add in phase, but no further.

In a wide gap, $\varphi$ runs through many cycles over the thermal spectrum, and we may average over it. In $1/|1-z|^2=\sum_{m,n}z^m(z^*)^n$ only the terms with $m=n$ survive, leaving $\sum_m(ab)^{2m}=1/(1-a^2b^2)$. This is the bounce formula again.

**What "far-field" excludes**

The proof covers waves that propagate in the vacuum. To see what is missing, sort the modes by frequency and by the wavevector $k_\parallel$ along the faces. At fixed $k_\parallel$, $\omega^2=c^2(k_\parallel^2+k_z^2)$ gives $\omega\,d\omega=c^2k_z\,dk_z$, so $c\cos\theta\,dk_z=d\omega$. The flux becomes

$$q=\sum_{\text{pol}}\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,[n(\omega,T_1)-n(\omega,T_2)]\int\frac{d^2k_\parallel}{(2\pi)^2}\,\tau .$$

Propagating waves fill a disc $k_\parallel<k_0$, where $k_0=\omega/c$. The ceiling is simply $\tau=1$ all over that disc.

Inside a body of real refractive index $N$, thermal waves fill a larger disc, $k_\parallel<Nk_0$. Those outside the vacuum disc are totally reflected at a lone face, but their fields reach into the vacuum as $e^{-\kappa z}$, with $\kappa=\sqrt{k_\parallel^2-k_0^2}$. A second body close by lets some of them through.

For the electric field parallel to the faces, field and slope are continuous. Let $q_z=\sqrt{N^2k_0^2-k_\parallel^2}$ be the wavevector component across the gap inside the bodies. On the far side the wave is $t\,e^{iq_z(z-d)}$, with value $t$ and slope $iq_zt$ at $z=d$. Solving $E''=\kappa^2E$ back to $z=0$ gives

$$E(0)=t\left[\cosh\kappa d-\frac{iq_z}{\kappa}\sinh\kappa d\right],\quad E'(0)=t\left[iq_z\cosh\kappa d-\kappa\sinh\kappa d\right].$$

On the near side an incident wave of amplitude 1 and a reflected one of amplitude $\rho$ give $E(0)=1+\rho$ and $E'(0)=iq_z(1-\rho)$. Eliminate $\rho$ by forming $E(0)+E'(0)/(iq_z)=2$:

$$\frac1t=\cosh\kappa d+\frac i2\left(\frac{\kappa}{q_z}-\frac{q_z}{\kappa}\right)\sinh\kappa d .$$

Take the squared modulus and use $\cosh^2=1+\sinh^2$. The media on both sides are the same, so $|t|^2$ is the transmitted share of power:

$$\tau=|t|^2=\left[1+\frac14\left(\frac{\kappa}{q_z}+\frac{q_z}{\kappa}\right)^2\sinh^2\kappa d\right]^{-1}.$$

For the other polarisation, the magnetic field and its slope divided by $N^2$ (by 1 in vacuum) are continuous, which replaces $q_z$ by $q_z/N^2$. For $\kappa d\gg1$ the transmission dies as $e^{-2\kappa d}$. For $d\to0$ it tends to 1. Then the whole larger disc contributes, its area is $N^2$ times that of the vacuum disc, and $h\to N^2\cdot4\sigma T^3$ for constant $N$.

The infrared index of silicon is about 3.4. As a model input I set the constant $N=3.42$. I assume that absorption is weak over a wavelength but complete over the depth of the body. At 300 K this model gives, in W/m²K:

| Gap | Propagating | Tunnelling | Total |
|---|---|---|---|
| 100 µm | 3.37 | 0.001 | 3.37 |
| 10 µm | 3.33 | 0.26 | 3.59 |
| 1 µm | 4.24 | 13.5 | 17.7 |
| 0.1 µm | 6.08 | 50.1 | 56.1 |

The total passes the far-field ceiling at a gap of about 2.6 µm and heads for $3.42^2\times6.124=71.6$ W/m²K. The relevant length scale is $\hbar c/k_BT=7.6$ µm, which is $1/k_0$ for a photon of energy $k_BT$.

The propagating column stays below 6.12 throughout, yet nearly reaches it at 0.1 µm although silicon reflects. The interference formula explains this. For equal bodies of real index $r_1=r_2=r$ is real, and $\varphi\to0$ as the gap closes, so $\tau\to(1-r^2)^2/(1-r^2)^2=1$.

**Your package**

For black faces the linear formula gives

$$q=6.124\times20=122.5\ \text{W/m}^2,\qquad P=122.5\ \text{W/m}^2\times10^{-4}\ \text{m}^2=12.25\ \text{mW}.$$

The full fourth-power difference is 122.6 W/m². The correction is $D^2/4T_m^2=400/360000=0.11\,\%$ of the linear value, so 20 K is small enough.

Bare silicon faces in the model above exchange less: $3.369\times20\times10^{-4}$ W $=6.74$ mW, or 55 % of the ceiling. Tunnelling is negligible at your gap.

The faces are not infinitely wide. At distance $x$ inside an edge, the share of diffuse emission that passes beyond that edge is

$$\int_x^\infty du\int_{-\infty}^{\infty}dy\,\frac{d^2}{\pi(u^2+y^2+d^2)^2}=\frac12\left(1-\frac{x}{\sqrt{x^2+d^2}}\right).$$

The integrand is $\cos^2\theta/(\pi s^2)$ with $\cos\theta=d/s$ and $s$ the length of the ray. Integrating over $x$ gives $d/2$ per unit length of edge. Four edges of length $L$ on an area $L^2$ lose $2d/L=2\,\%$ to leading order in $d/L$. The full integral over both squares gives a view factor of 0.980, in agreement. This is a single-pass figure and applies to black faces. Between reflecting faces each bounce carries a ray further sideways, so the share lost is larger: only slightly for the silicon model, but roughly a quarter for mirror-like faces with $R=0.95$.

**The competing heat paths**

*Residual gas.* Suppose 1 mTorr of nitrogen remains. With a rough molecular diameter of 0.37 nm the mean free path is about 50 mm, far more than the gap, so molecules fly from face to face. The number crossing per area and time is $J=p/\sqrt{2\pi mk_BT}$. A crossing molecule carries on average $k_BT$ from its motion along the normal, because fast molecules cross more often. It carries another $k_BT$ from the two directions along the face and $k_BT$ from rotation. If molecules fully take on the temperature of each face they hit, then for small $D$

$$h_{\text{gas}}=3k_BJ=\frac{3k_Bp}{\sqrt{2\pi mk_BT}}=0.159\ \text{W/m}^2\text{K},$$

which is 2.6 % of the ceiling.

*A failed seal.* Air at atmospheric pressure conducts with $k\approx0.026$ W/mK (rough), so $h=k/d=260$ W/m²K, or 42 times the ceiling. Radiation matters here only because the gap is evacuated.

*Supports.* Something must hold the die. Four glass spacers, each 100 µm square and as tall as the gap, with $k\approx1$ W/mK (rough), conduct

$$G=4\times\frac{1\times(10^{-4})^2}{10^{-4}}=0.40\ \text{mW/K}.$$

Black radiation over the whole die gives $6.124\times10^{-4}$ W/K $=0.61$ mW/K, and the silicon model 0.34 mW/K. Spacers covering 0.04 % of the area thus carry about as much heat as the radiation between the model's silicon faces. Which is larger depends on the rough value of $k$ and on the spreading and contact resistances at the spacer ends, which I have left out.

**How this compares with real devices**

A gap of 100 µm and a pressure of about a millitorr are plausible for a vacuum-packaged sensor. A whole 10 mm die resting on four small spacers is an idealisation. A sensor can instead suspend a much smaller, thin element on slender legs, which conduct less. In the example as set up here, radiation is not the only path that counts: the spacers alone add a conductance equal to 65 % of the black-body value.

The faces also differ from the model. Lightly doped silicon of ordinary die thickness is largely transparent in the thermal infrared, so it emits far less than the opaque model assumes and what lies behind it matters. The 55 % figure suits a die made opaque by free carriers, roughly $10^{18}$ to $10^{19}$ cm⁻³ for a thickness of half a millimetre. Still heavier doping makes the faces more reflective and lowers it again. Such doping also adds surface waves, which my near-field numbers leave out: at gaps near 0.1 µm doped silicon can exceed both the table and the $N^2$ limit, which holds only for a constant real index. Metal coatings reflect strongly: if both faces had $R=0.95$ in every channel, then $\tau=(1-R)/(1+R)=0.05/1.95$, under 3 % of the ceiling.

Temperature moves the ceiling itself. Since it grows as $T_m^3$, it is 9.72 W/m²K at 350 K and 14.5 W/m²K at 400 K. The figure of 6.1 W/m²K therefore belongs to small differences about 300 K, to wide parallel faces in vacuum, and to gaps where tunnelling is negligible. In the silicon model your gap meets the last condition, while one of a micrometre does not. The numerical output below lists the main values used here.

## Numbers as computed

```
Stefan-Boltzmann constant: 5.670374e-08 W/m2K4
Mean temperature: 300 K
Black flux of one face at 300 K: 459.3 W/m2
Ceiling 4 sigma T^3: 6.124 W/m2K = 0.6124 mW/cm2K
Slope of the integrated Planck flux: 6.124 W/m2K
Hot and cold faces: 310 K and 290 K
Die side: 10 mm; gap: 100 um
Black flux, full difference: 122.62 W/m2
Black flux, linearised: 122.48 W/m2
Relative error left by linearising: 0.111 %
Largest radiated power, linearised: 12.25 mW
Factor if cold side is 300 K, hot 320 K: 1.1045
Largest tau in the interference trials: 1.0000
Length hbar c/(kB T) at 300 K: 7.63 um
Peak of the spectrum per wavelength: 9.66 um
Silicon index (rough, constant): 3.42
Silicon h, wide gap, no interference: 3.369 W/m2K
Silicon share of the ceiling: 55.0 %
Silicon radiated power: 6.74 mW
Tunnelling part at 100 um: 1.02e-03 W/m2K
Silicon h by gap (propagating, tunnelling, total in W/m2K):
  gap 100.0 um: 3.368, 0.001, 3.369
  gap  10.0 um: 3.330, 0.263, 3.593
  gap   1.0 um: 4.239, 13.474, 17.713
  gap   0.1 um: 6.076, 50.068, 56.144
Gap where silicon h reaches the ceiling: 2.63 um
Closed-gap limit index^2 x ceiling: 71.6 W/m2K
View factor of the finite plates: 0.9804
Residual nitrogen pressure: 1.0 mTorr
Molecule diameter (rough): 0.37 nm
Mean free path: 51 mm
Residual gas h: 0.159 W/m2K
Residual gas relative to ceiling: 2.6 %
Air conductivity (rough): 0.026 W/mK
Air at atmospheric pressure, h: 260 W/m2K
Air relative to ceiling: 42 times
Glass conductivity (rough): 1.0 W/mK
Spacers: 4, each 100 um square
Spacer conductance: 0.400 mW/K
Black radiation conductance: 0.612 mW/K
Ceiling at 350 K: 9.72 W/m2K
Ceiling at 400 K: 14.52 W/m2K
```
